# Moving a supercell's countercharge from jellium to the host nuclei

## Definitions and conventions

A periodic cell of volume $\Omega$ contains fixed nuclei of charge $Z_I$ at $\mathbf R_I$ and $N_e$ electrons of density $n(\mathbf r)$. Its net charge is $q=\sum_I Z_I-N_e$. A periodic cell must be neutral to have a finite energy, so a countercharge $Q=-q$ is added. In the jellium scheme it is a uniform background of density $Q/\Omega$.

The alternative is to put the countercharge on the host nuclei. A parameter $\lambda$ joins the two schemes:

$$Z_I(\lambda)=Z_I+\lambda Qw_I,\qquad b(\lambda)=(1-\lambda)Q,\qquad \sum_I w_I=1. \tag{1}$$

Here $b$ is the background charge left in the cell. The total charge is zero for every $\lambda$, and the electron number and the geometry stay fixed.

"Equal fractional changes" can mean two things. If each of $N$ host nuclei receives the same fraction of an elementary charge, $Q/N$, then $w_I=1/N$. If each $Z_I$ is multiplied by the same factor, then $w_I=Z_I/\sum_JZ_J$. The first choice leads to a plain mean over sites, the second to a mean weighted by nuclear charge. They coincide when all host charges are equal.

Hartree atomic units are used in the derivations. The potential $\phi$ is that felt by a positive test charge, so an electron has potential energy $-\phi$. It includes the electrons, nuclei and background of the jellium cell, $\lambda=0$. At a nucleus the potential without its own Coulomb term is

$$\phi'(\mathbf R_I)=\lim_{\mathbf r\to\mathbf R_I}\left[\phi(\mathbf r)-\frac{Z_I}{|\mathbf r-\mathbf R_I|}\right]. \tag{2}$$

The periodic images of that nucleus remain in $\phi'$. With $\langle\phi\rangle$ the cell average of the full $\phi$, the result to be derived is

$$\left.\frac{dE}{d\lambda}\right|_0=Q\left[\sum_Iw_I\phi'(\mathbf R_I)-\langle\phi\rangle\right]. \tag{3}$$

A constant added to $\phi$ cancels in (3), as it must, because the charge being moved sums to zero.

## First derivation: trial states and real-space electrostatics

Let $v(\mathbf r,\mathbf r')=v(\mathbf r',\mathbf r)$ be the potential at $\mathbf r$ of a unit charge at $\mathbf r'$. Near coincidence it behaves as $1/|\mathbf r-\mathbf r'|$ plus a finite remainder $s(\mathbf r)$. Two cases will be needed. In an isolated sphere $v=1/|\mathbf r-\mathbf r'|$ and $s=0$. In a periodic crystal $v$ is the function $G$ defined in the second derivation.

Write $v_{IJ}=v(\mathbf R_I,\mathbf R_J)$ for $I\ne J$ and $v_{II}=s(\mathbf R_I)$, which removes the nuclear self-energy. Cell averages are

$$\bar v(\mathbf r)=\frac1\Omega\int_\Omega v(\mathbf r,\mathbf r')\,d^3r',\qquad \bar{\bar v}=\frac1\Omega\int_\Omega\bar v(\mathbf r)\,d^3r.$$

For an electronic state $\Psi$, let $W[\Psi]$ be the kinetic and electron–electron energy. It does not depend on $\lambda$. The total energy is

$$E[\Psi;\lambda]=W[\Psi]-\int n\left[\sum_IZ_I(\lambda)v(\mathbf r,\mathbf R_I)+b(\lambda)\bar v(\mathbf r)\right]d^3r+C(\lambda), \tag{4}$$

where the energy without electrons is

$$C=\tfrac12\sum_{IJ}Z_IZ_Jv_{IJ}+b\sum_IZ_I\bar v(\mathbf R_I)+\tfrac12b^2\bar{\bar v}. \tag{5}$$

By (1), the square bracket in (4) changes by $\lambda Qa(\mathbf r)$, with

$$a(\mathbf r)=\sum_Iw_Iv(\mathbf r,\mathbf R_I)-\bar v(\mathbf r).$$

Let $E_{\rm el}(\lambda)$ be the minimum over $\Psi$ of (4) without $C$, and let $A(\lambda)=\int n_\lambda a\,d^3r$ in the minimizing state. Using the state of $\lambda=0$ as a trial state at $\lambda$, and then the reverse, gives

$$E_{\rm el}(\lambda)\le E_{\rm el}(0)-\lambda QA(0),\qquad E_{\rm el}(0)\le E_{\rm el}(\lambda)+\lambda QA(\lambda).$$

Together these read

$$-\lambda QA(\lambda)\le E_{\rm el}(\lambda)-E_{\rm el}(0)\le-\lambda QA(0). \tag{6}$$

Divide by $\lambda$; for negative $\lambda$ both inequalities turn round. If the ground state is non-degenerate and $A$ is continuous, both bounds tend to $-QA(0)$. Hence $E_{\rm el}'(0)=-QA(0)$, and no orbital response has been needed.

The derivative of (5) uses $dZ_I/d\lambda=Qw_I$, $db/d\lambda=-Q$ and $b(0)=Q$. The symmetric double sum gives two equal terms, which cancel its factor $\tfrac12$:

$$C'(0)=Q\sum_Iw_I\left[\sum_JZ_Jv_{IJ}+Q\bar v(\mathbf R_I)\right]-Q\left[\sum_JZ_J\bar v(\mathbf R_J)+Q\bar{\bar v}\right]. \tag{7}$$

The electronic slope, written out, is

$$-QA(0)=Q\sum_Iw_I\left[-\int n\,v(\mathbf r,\mathbf R_I)\,d^3r\right]-Q\left[-\int n\,\bar v\,d^3r\right]. \tag{8}$$

Add (7) and (8). The first brackets contain the potential at $\mathbf R_I$ of the other nuclei, the background and the electrons, plus the finite remainder of the nucleus's own term. Their sum is $\phi'(\mathbf R_I)$. The second brackets add up to $\langle\phi\rangle$, including the average of every nuclear $Z_J/|\mathbf r-\mathbf R_J|$. This is (3).

### What the same argument says beyond first order

For each fixed $\Psi$, the electronic energy is linear in $\lambda$. A minimum of linear functions is concave, so the electronic response contributes $E_{\rm el}''\le0$ wherever the second derivative exists. The remaining part, $C$, is quadratic. Setting $\lambda=1$ in the upper bound of (6) therefore gives

$$E(1)-E(0)\le E'(0)+\tfrac12C''. \tag{9}$$

### A case in which the average is not zero

Take a neutral sphere of radius 3 bohr with a point nucleus $Z=3$ at its centre, two Hartree–Fock electrons confined inside, and $Q=-1$. The potential vanishes outside, which fixes its zero. With 30 sine functions as the radial basis, the calculation gives $\phi'(0)=-158.789$ V and $\langle\phi\rangle=3.173$ V, so

$$E'(0)=-1\times(-158.789-3.173)\ \text{eV}=161.962\ \text{eV}.$$

A central difference of total energies in the same basis gives the same value to within 0.001 eV. The basis does not fully resolve the cusp at the nucleus: a fine radial grid gives 162.78 eV, which is 0.82 eV more. The digits above therefore test the formula at a fixed basis. Without the average the formula would give 158.789 eV. The sign is also clear: making the nucleus less positive costs energy because the electrons are bound to it.

## Second derivation: eigenvalues and reciprocal space

Now take a periodic Kohn–Sham calculation. The potential of a unit point charge with its images and a neutralizing background is, for reciprocal vectors $\mathbf g$,

$$G(\mathbf r)=\sum_{\mathbf g\ne0}\frac{4\pi}{\Omega g^2}e^{i\mathbf g\cdot\mathbf r}. \tag{10}$$

The omission of $\mathbf g=0$ sets the average of $G$ to zero and excludes a macroscopic field. A uniform background has a $\mathbf g=0$ component and no other, so it produces no potential in this convention. Its role is to make the omission legitimate.

Define $M_{IJ}=G(\mathbf R_I-\mathbf R_J)$ for $I\neq J$, and $M_{II}=\lim_{r\to0}[G(\mathbf r)-1/r]$. The nuclei act on the electrons through $v_{\rm ext}=-\sum_IZ_I(\lambda)G(\mathbf r-\mathbf R_I)$. The occupied eigenvalues sum to

$$\sum_if_i\varepsilon_i=T+\int n(v_{\rm ext}+v_H+v_{xc})\,d^3r.$$

Since $\int nv_H\,d^3r=2E_H$, the total energy is

$$E=\sum_if_i\varepsilon_i-E_H-\int nv_{xc}\,d^3r+E_{xc}+\tfrac12\sum_{IJ}Z_IZ_JM_{IJ}. \tag{11}$$

Let a dot denote $d/d\lambda$. First-order perturbation theory gives $\dot\varepsilon_i=\langle i|\dot v_{\rm ext}+\dot v_H+\dot v_{xc}|i\rangle$. For a completely filled degenerate group the same holds for the sum of its eigenvalues. The other derivatives are

$$\dot E_H=\int v_H\dot n\,d^3r=\int n\dot v_H\,d^3r,\qquad \dot E_{xc}=\int v_{xc}\dot n\,d^3r.$$

The second form of $\dot E_H$ follows from the symmetry of the Coulomb kernel. The electronic part of (11) becomes

$$\int n(\dot v_{\rm ext}+\dot v_H+\dot v_{xc})-\int n\dot v_H-\int(\dot nv_{xc}+n\dot v_{xc})+\int v_{xc}\dot n=\int n\dot v_{\rm ext}. \tag{12}$$

The density does respond at first order, but every term containing that response has cancelled.

With $n(\mathbf r)=\sum_{\mathbf g}n_{\mathbf g}e^{i\mathbf g\cdot\mathbf r}$, the electronic potential at a site is

$$\phi_e(\mathbf R_I)=-\int nG(\mathbf r-\mathbf R_I)\,d^3r=-\sum_{\mathbf g\ne0}\frac{4\pi}{g^2}n_{\mathbf g}e^{i\mathbf g\cdot\mathbf R_I}.$$

The integral selects $n_{-\mathbf g}$, and renaming $\mathbf g\to-\mathbf g$ gives the last form. Since $\dot v_{\rm ext}=-Q\sum_Iw_IG(\mathbf r-\mathbf R_I)$, the right side of (12) is $Q\sum_Iw_I\phi_e(\mathbf R_I)$. The nuclear term of (11) contributes $Q\sum_{IJ}w_IM_{IJ}Z_J$. Therefore

$$E'(0)=Q\sum_Iw_I\left[\phi_e(\mathbf R_I)+\sum_JM_{IJ}Z_J\right]. \tag{13}$$

The bracket is $\phi'(\mathbf R_I)$ on the scale where the cell average is zero. On any other scale it equals $\phi'(\mathbf R_I)-\langle\phi\rangle$, and (3) follows again.

Differentiating (13) along the path gives the curvature. The nuclear part is explicit, and the rest is the response:

$$E''(0)=Q^2\sum_{IJ}w_IM_{IJ}w_J+Q\sum_Iw_I\dot\phi_e(\mathbf R_I). \tag{14}$$

For a finite transfer, the slope can be integrated by Simpson's rule. With $D(\lambda)=\sum_Iw_I[\phi'_\lambda(\mathbf R_I)-\langle\phi\rangle_\lambda]$,

$$E(1)-E(0)\simeq\frac Q6\left[D(0)+4D(\tfrac12)+D(1)\right]. \tag{15}$$

## What the new energy means

The first-order term is not a defect energy. It is mostly the cost of placing charge at host nuclei instead of spreading it out. Let $D_h$ be the site mean minus the cell average in the pristine host, with the same weights on the same surviving sites. Then $QD_h$ must be subtracted before the result is compared with a jellium energy.

The same subtraction can be made through the electron reservoir. A formation energy contains $q\mu$, with $\mu$ the electron chemical potential measured on the scale $\langle\phi\rangle=0$. If the host's mean site potential is chosen as zero instead, $\phi$ falls by $D_h$ and electron energies rise by $D_h$. The reservoir term becomes $q(\mu+D_h)=q\mu-QD_h$, which supplies the required $-QD_h$.

Putting the countercharge on nuclei does not remove the interaction between defect images. This can be shown for rigid point charges. Place a defect charge $q$ at an interstitial point $\mathbf d$ of a simple cubic host with spacing $a$. The supercell has edge $L$ and $N=(L/a)^3$ sites, each carrying $-q/N$. Let $G_L$ and $G_a$ be the functions (10) for the supercell and the primitive cell, with finite self-parts $\xi_L$ and $\xi_a$. In jellium the energy is $E_{\rm jel}=\tfrac12q^2\xi_L$. With charged sites,

$$E_{\rm nuc}=\tfrac12q^2\xi_L-\frac{q^2}{N}\sum_JG_L(\mathbf d-\mathbf R_J)+\frac{q^2}{2N^2}\sum_{JK}M_{JK}.$$

The sum of $G_L$ over all host sites has the same sources as $G_a$ and the same zero average, so it equals $G_a(\mathbf d)$. Likewise $\sum_KM_{JK}=\xi_a$ for each $J$, and the double sum is $N\xi_a$. Hence

$$E_{\rm nuc}-E_{\rm jel}=\frac{q^2}{N}\left[\tfrac12\xi_a-G_a(\mathbf d)\right]. \tag{16}$$

For $\mathbf d$ at the cube centre, explicit lattice sums with 1, 8 and 27 sites all give $N(E_{\rm nuc}-E_{\rm jel})=-0.616713\,q^2/a$. The image energy itself is $\tfrac12q^2\xi_L=-2.837297\,q^2/(2L)$. At $N=27$ the two are $-0.0228$ and $-0.4729$ in units of $q^2/a$. The change of background thus alters the energy by about 5% of the image term, and the part proportional to $1/L$ survives. Extrapolation in $1/L$ is still needed. Equation (16) is proved for rigid charges; its extension to a polarizable insulator, with a different constant, is a conjecture here.

## A lithium vacancy in a hydride-like cell

The model has a rock-salt cell of edge 0.41 nm with one of its four lithium cores missing. All seven remaining cores have charge $+1$. Eight valence electrons make $q=-1$ and $Q=+1$, so each core gains $1/7=0.1429$. The electrons are treated with the X$\alpha$ exchange functional at $\alpha=1$, at one sampling point ($\Gamma$), with a plane-wave cutoff of 217.7 eV.

The cores are Gaussian charges proportional to $e^{-r^2/2\sigma^2}$, with $\sigma=0.08$ nm for Li and 0.01 nm for H. The derivations carry over when $\phi$ is averaged over each core's charge and the self-term $Z_I/(\sqrt\pi\,\sigma_I)$ replaces the singular term removed in (2).

Relative to the cell average, the mean site potential is $-9.872$ V on the three Li cores and $-31.885$ V on the four H cores. Therefore

$$E'(0)=\frac{3(-9.872)+4(-31.885)}7\ \text{eV}=-22.451\ \text{eV}.$$

The finite-difference slope of the self-consistent energy is also $-22.451$ eV. Weighting each Li core twice as much as each H core gives $0.6(-9.872)+0.4(-31.885)=-18.677$ eV, again equal to the energy slope. The choice of weights is thus worth nearly 4 eV in this cell.

The curvature (14) is $-1.991-1.350=-3.341$ eV, where the second number is the electronic response, negative as required. These digits belong to the stated cutoff: at 24 hartree the response is $-1.52$ eV, and the second-order estimate that follows falls by about 0.5 eV. To second order the full transfer gives $-22.45-1.67=-24.12$ eV. The direct energy difference is $-24.128$ eV, and Simpson's rule (15) agrees with it to the printed digits. The upper bound (9) is $-22.45-1.00=-23.45$ eV, and the computed change lies below it.

The pristine cell, with all eight sites weighted equally, has a first-order term of $-21.138$ eV. It differs from the vacancy cell by 1.31 eV, but the two means do not contain the same proportion of Li and H. Giving the two species equal weight in the vacancy cell yields $(-9.872-31.885)/2=-20.878$ eV, only 0.26 eV from the host value. The change in site composition thus contributes $-1.57$ eV to the difference between the two cells, and the remaining $+0.26$ eV has the opposite sign. This is why $D_h$ should use the surviving sites. Averaged over them, the host term is $-22.70$ eV, and the vacancy cell differs from it by only $+0.24$ eV.

### Beside real lithium hydride

The cell edge is close to that of lithium hydride, but one vacancy per cell means about $1.5\times10^{22}$ cm$^{-3}$, far from a dilute defect. Real lithium nuclei have charge 3 and carry 1s electrons, which the model omits. In a free Li$^+$ ion these electrons produce $-146.3$ V at the nucleus, so they would add $-62.7$ V to the seven-site mean. Together with the extra nuclear charge they also raise the cell average by about 0.3 V, which lowers the difference slightly further. For three such ions, the change beyond first order is a further $-1.7$ eV. Moving the sampling point to the quarter point shifts the first-order term by 1.1 eV, and a $4\times4\times4$ mesh gives a shift of 0.95 eV from the $\Gamma$ value. Raising the cutoff to 10 hartree shifts the term by $-0.2$ eV, and raising it to 32 hartree shifts it by $-0.5$ eV. The value for this cell is therefore about $-22$ eV; the finer digits serve to compare the two sides of (3) at fixed settings. The magnitude of the image energy is 4.98 eV unscreened. It becomes 1.4 eV with a rough electronic permittivity of 3.6, and 0.4 eV with a rough static one of 13. Fixed ions are the assumption that a real crystal breaks here, and the last two figures suggest a change of about 1 eV in the image term, although continuum screening is crude in so small a cell.

## What each derivation assumes

The first derivation needs an energy minimized over a set of states that does not depend on $\lambda$, and a density that varies continuously. It covers the exact many-electron ground state, Hartree–Fock and Kohn–Sham theory, also in a fixed finite basis. It shows where each background term goes, and it gives the finite bound (9). It does not supply the size of the response.

The second derivation assumes more: Kohn–Sham orbitals, a differentiable exchange–correlation functional, and a first-order density response that exists. In return it shows that response cancelling term by term, and it yields the sums evaluated in a plane-wave calculation. Its $\langle\phi\rangle$ is hidden in the choice of zero, whereas the spherical cell makes it visible.

Both fail at a level crossing at $\lambda=0$. The minimum then passes from one state to another, and the slopes on the two sides can differ. In the hydride-like cell the gap at the sampled point is 4.9 eV with jellium and 6.0 eV after the full transfer, and it was open at each $\lambda$ computed. Raising the cutoff to 24 hartree widens both gaps by about 0.1 eV. These are gaps at $\Gamma$ alone. On a $\Gamma$-centred $4\times4\times4$ mesh the jellium gap, from the highest filled level to the lowest empty one over all points, is only 1.9 eV. It is still open, but about 3 eV smaller. Both derivations also fix the electron number. If a reservoir exchanges electrons with the cell, its energy and the changing countercharge must be included before differentiating.

The numerical output follows.

## Computed values

```
SPHERICAL CELL (Z = 3, two electrons, Q = -1, radius 3 bohr)
site potential: -158.7893 V
cell average: 3.1727 V
first-order term, formula: 161.9620 eV
first-order term, energy difference: 161.9621 eV
RIGID CHARGES, simple cubic host, spacing a
Madelung constant of the image energy: 2.837297 (no unit)
N*(E_nuc - E_jel), N = 1: -0.616713 q^2/a
N*(E_nuc - E_jel), N = 8: -0.616713 q^2/a
N*(E_nuc - E_jel), N = 27: -0.616713 q^2/a
LiH-LIKE CELL WITH A LITHIUM VACANCY OF CHARGE -1
cell edge: 0.41 nm
Li core width: 0.08 nm
H core width: 0.01 nm
plane-wave cutoff: 217.7 eV
number of plane waves: 485
countercharge Q: 1.0 e
charge added per core: 0.1429 e
gap at the sampled point, jellium: 4.923 eV
gap at the sampled point, nuclei: 5.958 eV
mean Li site potential minus average: -9.8717 V
mean H site potential minus average: -31.8851 V
site mean, part from electrons: -8.5131 V
site mean, part from cores: -13.9377 V
first-order term, formula: -22.4508 eV
first-order term, energy difference: -22.4508 eV
Li weighted twice H, formula: -18.6771 eV
Li weighted twice H, energy difference: -18.6771 eV
second derivative, site potentials: -3.3411 eV
second derivative, energies: -3.3411 eV
second derivative, classical part: -1.9911 eV
second derivative, electronic response: -1.3500 eV
first plus second order: -24.1214 eV
full change E(1) - E(0): -24.1278 eV
Simpson rule from site potentials: -24.1278 eV
first-order term of pristine host: -21.1383 eV
full change minus host term: -2.9895 eV
EFFECTS LEFT OUT
first-order shift, k at quarter point: 1.1088 eV
first-order shift, cutoff 10 hartree: -0.2239 eV
Li+ 1s potential at nucleus: -146.253 V
same, energy derivative: -146.253 V
1s share of the seven-site mean: -62.680 V
1s beyond first order, three Li: -1.6660 eV
image energy, bare: 4.982 eV
rough electronic permittivity: 3.6 (no unit)
image energy, electronic screening: 1.384 eV
rough static permittivity: 13.0 (no unit)
image energy, static screening: 0.383 eV
```
